# Vacuum polarization and the proton-size shift in muonic hydrogen: test program

```python
"""
Result under test: proton-size part of E(2P)-E(2S) in muonic hydrogen,
  -(alpha^4 mu^3/12) r^2 [1 + (2 alpha/3 pi) Int_1^inf du w(u) K(u)],
  K = 2 D(s) + 1 - (L/s)^4,  L = 2 u m_e/(alpha mu),  s = 1 + L,
  w = (1 + 1/(2u^2)) sqrt(u^2-1)/u^2.
mu: muon-proton reduced mass; r^2: mean square charge radius;
D: relative change of the 2S wave function at the origin caused by the
Yukawa potential -exp(-L r)/r.  Lengths are in a = 1/(alpha mu) and
energies in alpha^2 mu unless a printed label says otherwise.
Independent road: variational states in the field of an extended charge with
form factor M^2/(M^2+q^2), for which r^2 = 6/M^2.
"""
import numpy as np
import sympy as sp
from mpmath import mp, mpf
from scipy import constants as const
from scipy.integrate import quad

mp.dps = 60
alpha = const.alpha
mass = {name: const.physical_constants[
    name + " mass energy equivalent in MeV"][0]
    for name in ("electron", "muon", "proton")}
mu = mass["muon"] * mass["proton"] / (mass["muon"] + mass["proton"])
hbar_c = const.hbar * const.c / const.e * 1e9       # MeV fm
bohr = hbar_c / (alpha * mu)                      # fm
energy_unit = alpha**2 * mu * 1e9                  # meV
beta = mass["electron"] / (alpha * mu)
loop = 2 * alpha / (3 * np.pi)


# ---------- derived formulas ----------
def wave_change(L):
    s = 1 + L
    return (2/s - 2/s**2 - 4/s**3 + 23/(2*s**4) - 6/s**5
            + np.log(s) * (4/s**2 - 8/s**3 + 6/s**4))


def contact_2s(L):
    s = 1 + L
    return 1 - L**2 * (1/s**2 - 2/s**3 + 3/(2*s**4))


def contact_2p(L):
    return -L**2 / (2 * (1 + L)**4)


def contact_difference(L):
    return 1 - (L / (1 + L))**4


def kernel(L):
    return 2 * wave_change(L) + contact_difference(L)


def spectral_integral(f):
    """Integral of w(u) f(L(u)) over u, with v = 1/u."""
    return quad(lambda v: (1 + v*v/2) * np.sqrt(1 - v*v) / v
                * f(2*beta/v), 0, 1, epsabs=1e-10, limit=200)[0]


leading = -alpha**4 * mu**3 / 12 / hbar_c**2 * 1e9   # meV/fm^2
wave_integral = spectral_integral(lambda L: 2 * wave_change(L))
contact_integral = spectral_integral(contact_difference)
contact_p_integral = spectral_integral(contact_2p)
wave_part = leading * loop * wave_integral
contact_part = leading * loop * contact_integral
contact_p_part = -leading * loop * contact_p_integral
vp_total = wave_part + contact_part

# ---------- spectral form against the Feynman-parameter form ----------
for Q in (0.3, 5.0, 80.0):                         # Q = q^2/m_e^2
    feynman = 2*alpha/np.pi * quad(
        lambda x: x*(1-x)*np.log(1 + x*(1-x)*Q), 0, 1)[0]
    spectral = loop * Q * quad(
        lambda v: (1+v*v/2)*np.sqrt(1-v*v)*v/(4+Q*v*v), 0, 1)[0]
    assert abs(spectral/feynman - 1) < 1e-7

# ---------- reduced Green function with one point at the origin ----------
r = sp.symbols("r", positive=True)
P = 4 + 6*r - 13*r**2 + r**3 + 4*r*(r-2)*(sp.log(r) + sp.EulerGamma)
residual = -sp.diff(P, r, 2)/2 + sp.diff(P, r)/2 - P/r + r - r**2/2
assert sp.simplify(sp.expand(residual)) == 0
P_number = sp.lambdify(r, P, "mpmath")
with mp.workdps(20):
    overlap = mp.quad(lambda x: x*(1-x/2)*mp.exp(-x)*P_number(x),
                      [0, 1, 5, 15, 40, 80])
assert abs(overlap) < 1e-8


# ---------- variational states, all integrals analytic ----------
def power_integral(n, s):
    return mp.factorial(n) / s**(n + 1)


def solve_state(l, terms):
    """n=2 state for V = -sum coefficient*exp(-k r)/r, terms=(coefficient,k).
    Returns energy, pair data for expectation values, slope of r*R at 0."""
    basis = [(l+1+k, mpf(1)/2) for k in range(6)]
    basis += [(l+1, mpf("0.8") * mpf("1.7")**i) for i in range(19)]
    size = len(basis)
    H, S = mp.matrix(size), mp.matrix(size)
    for i, (p, a) in enumerate(basis):
        for j, (q, b) in enumerate(basis[:i+1]):
            n, s = p + q, a + b
            value = ((p*q + l*(l+1)) * power_integral(n-2, s)
                     - (p*b + q*a) * power_integral(n-1, s)
                     + a*b * power_integral(n, s)) / 2
            for coefficient, k in terms:
                value -= coefficient * power_integral(n-1, s+k)
            H[i, j] = H[j, i] = value
            S[i, j] = S[j, i] = power_integral(n, s)
    shifted = H + mpf("0.1249") * S
    c = mp.matrix(size, 1)
    c[0] = 1
    for _ in range(7):                            # inverse iteration
        c = mp.lu_solve(shifted, S * c)
        c = c / mp.sqrt((c.T * S * c)[0])
    energy = (c.T * H * c)[0]
    pairs = []
    for i, (p, a) in enumerate(basis):
        for j, (q, b) in enumerate(basis[:i+1]):
            weight = c[i]*c[j] * (1 if i == j else 2)
            pairs.append((weight * mp.factorial(p+q-1), p+q, a+b))
    slope = sum(c[i] for i in range(size) if basis[i][0] == 1)
    return energy, pairs, slope


def mean_potential(pairs, terms):
    return -sum(weight * sum(g / (s+k)**n for g, k in terms)
                for weight, n, s in pairs)


def smeared_yukawa(L, M):
    g = M**2 / (M**2 - L**2)
    return [(g, L), (-g, M)]


point = [solve_state(l, [(1, 0)]) for l in (0, 1)]
assert all(abs(state[0] + mpf(1)/8) < 1e-15 for state in point)

radius = 0.8                                      # fm, chosen round value
M1 = mpf(float(np.sqrt(6) * bohr / radius))
M_values = (M1, 2*M1)
extended = {M: [solve_state(l, [(1, 0), (-1, M)]) for l in (0, 1)]
            for M in M_values}


def extrapolate(values):
    """Remove the term linear in 1/M from values at M1 and 2*M1."""
    return 2*values[1] - values[0]


# size shift of the levels, relative to the contact value r^2/12 = 1/(2 M^2)
size_ratio = [float((extended[M][0][0] - extended[M][1][0]) * 2*M**2)
              for M in M_values]
assert abs(extrapolate(size_ratio) - 1) < 1e-3


def numerical_kernel(L, M):
    """2S minus 2P: VP energy of extended charge minus that of point charge."""
    shifts = [mean_potential(extended[M][l][1], smeared_yukawa(L, M))
              - mean_potential(point[l][1], [(1, L)]) for l in (0, 1)]
    return float((shifts[0] - shifts[1]) * 2*M**2)


kernel_rows = []
for u in (1, 2, 5):
    L = mpf(2*beta*u)
    Lf = float(L)
    # density at the origin, by finite differences in the Yukawa strength
    eta = mpf("1e-6")
    up = solve_state(0, [(1, 0), (eta, L)])[2]
    down = solve_state(0, [(1, 0), (-eta, L)])[2]
    density_change = float(mp.log((up/down)**2) / (2*eta))
    assert abs(density_change / (2*wave_change(Lf)) - 1) < 1e-3
    # contact means in unperturbed states, nearly pointlike charge
    big = mpf(10)**5
    for l, formula in ((0, contact_2s), (1, contact_2p)):
        change = (mean_potential(point[l][1], smeared_yukawa(L, big))
                  - mean_potential(point[l][1], [(1, L)])) * 2*big**2
        assert abs(float(change) - formula(Lf)) < 1e-3
    # both mechanisms together
    numeric = extrapolate([numerical_kernel(L, M) for M in M_values])
    assert abs(numeric/kernel(Lf) - 1) < 2e-3
    kernel_rows.append((u, density_change, 2*wave_change(Lf),
                        contact_difference(Lf), numeric, kernel(Lf)))

# ---------- complete Uehling potential of the extended charge ----------
nodes, weights = np.polynomial.legendre.leggauss(24)
angles, weights = (nodes + 1)*np.pi/4, weights*np.pi/4
totals = []
for M in M_values:
    total = 0.0
    for angle, weight in zip(angles, weights):
        v = np.sin(angle)
        total += (weight * np.cos(angle)**2 * (1 + v*v/2) / v
                  * numerical_kernel(mpf(float(2*beta/v)), M))
    totals.append(leading * loop * total)
vp_numeric = extrapolate(totals)
# remaining error: terms of order 1/M from Yukawa ranges near the charge size
assert abs(vp_numeric/vp_total - 1) < 0.01

# ---------- another charge shape: uniform sphere, first order ----------
R = np.sqrt(5/3) * radius / bohr
sphere = quad(lambda t: R * (t*R)**2 * 0.5*(1 - t*R/2)**2*np.exp(-t*R)
              * (1/t - 1.5 + t*t/2)/R, 0, 1, epsabs=0, epsrel=1e-10)[0]
sphere_ratio = sphere / ((radius/bohr)**2 / 12)
assert abs(sphere_ratio - 1) < 0.01

# ---------- values named in the task ----------
assert abs(leading + 5.1975) < 1e-4
assert abs(vp_total + 0.028) < 5e-4

print(f"fine-structure constant alpha: {alpha:.10f}")
print(f"electron mass: {mass['electron']:.7f} MeV")
print(f"muon mass: {mass['muon']:.6f} MeV")
print(f"proton mass: {mass['proton']:.5f} MeV")
print(f"reduced mass mu: {mu:.5f} MeV")
print(f"hbar c: {hbar_c:.6f} MeV fm")
print(f"muonic Bohr length a: {bohr:.4f} fm")
print(f"energy unit alpha^2 mu: {energy_unit:.6e} meV")
print(f"m_e/(alpha mu): {beta:.6f} (no unit)")
print(f"loop factor 2 alpha/(3 pi): {loop:.7f} (no unit)")
print(f"leading size coefficient: {leading:.5f} meV/fm^2")
print(f"spectral integral, wave function: {wave_integral:.5f} (no unit)")
print(f"spectral integral, contact: {contact_integral:.5f} (no unit)")
print(f"relative 2S density change: {loop*wave_integral:.6f} (no unit)")
print(f"relative contact change: {loop*contact_integral:.6f} (no unit)")
print(f"VP coefficient, wave function: {wave_part:.5f} meV/fm^2")
print(f"VP coefficient, contact: {contact_part:.5f} meV/fm^2")
print(f"  of which from 2P: {contact_p_part:.6f} meV/fm^2")
print(f"VP coefficient, total: {vp_total:.5f} meV/fm^2")
print(f"leading plus VP coefficient: {leading+vp_total:.5f} meV/fm^2")
print("kernel at u: 2D numeric, 2D formula, contact formula,")
print("             K numeric, K formula (no unit)")
for row in kernel_rows:
    print(f"  u={row[0]}: " + ", ".join(f"{x:.5f}" for x in row[1:]))
print(f"chosen proton radius: {radius:.2f} fm")
print(f"leading shift at this radius: {leading*radius**2:.5f} meV")
print(f"VP correction at this radius: {vp_total*radius**2:.5f} meV")
print(f"sum at this radius: {(leading+vp_total)*radius**2:.5f} meV")
print("extended Yukawa-shaped charge of this radius, no VP:")
print(f"  level shift: {leading*radius**2*size_ratio[0]:.5f} meV")
print(f"  ratio to contact value: {size_ratio[0]:.6f} (no unit)")
print(f"  ratio at half the radius: {size_ratio[1]:.6f} (no unit)")
print(f"  ratio, extrapolated: {extrapolate(size_ratio):.6f} (no unit)")
print("VP coefficient from the extended charge:")
print(f"  at this radius: {totals[0]:.5f} meV/fm^2")
print(f"  at half the radius: {totals[1]:.5f} meV/fm^2")
print(f"  extrapolated to zero radius: {vp_numeric:.5f} meV/fm^2")
print(f"uniform sphere, first order/contact: {sphere_ratio:.6f} (no unit)")
print("every check passed")
```

Running it gives:

```
fine-structure constant alpha: 0.0072973526
electron mass: 0.5109990 MeV
muon mass: 105.658376 MeV
proton mass: 938.27209 MeV
reduced mass mu: 94.96447 MeV
hbar c: 197.326980 MeV fm
muonic Bohr length a: 284.7475 fm
energy unit alpha^2 mu: 5.056987e+06 meV
m_e/(alpha mu): 0.737384 (no unit)
loop factor 2 alpha/(3 pi): 0.0015485 (no unit)
leading size coefficient: -5.19745 meV/fm^2
spectral integral, wave function: 2.10637 (no unit)
spectral integral, contact: 1.39157 (no unit)
relative 2S density change: 0.003262 (no unit)
relative contact change: 0.002155 (no unit)
VP coefficient, wave function: -0.01695 meV/fm^2
VP coefficient, contact: -0.01120 meV/fm^2
  of which from 2P: -0.000211 meV/fm^2
VP coefficient, total: -0.02815 meV/fm^2
leading plus VP coefficient: -5.22561 meV/fm^2
kernel at u: 2D numeric, 2D formula, contact formula,
             K numeric, K formula (no unit)
  u=1: 1.43634, 1.43625, 0.87389, 2.31015, 2.31014
  u=2: 1.12393, 1.12400, 0.68895, 1.81295, 1.81295
  u=5: 0.60113, 0.60113, 0.39872, 0.99980, 0.99985
chosen proton radius: 0.80 fm
leading shift at this radius: -3.32637 meV
VP correction at this radius: -0.01802 meV
sum at this radius: -3.34439 meV
extended Yukawa-shaped charge of this radius, no VP:
  level shift: -3.30726 meV
  ratio to contact value: 0.994255 (no unit)
  ratio at half the radius: 0.997129 (no unit)
  ratio, extrapolated: 1.000003 (no unit)
VP coefficient from the extended charge:
  at this radius: -0.02751 meV/fm^2
  at half the radius: -0.02781 meV/fm^2
  extrapolated to zero radius: -0.02811 meV/fm^2
uniform sphere, first order/contact: 0.996982 (no unit)
every check passed
```
